# Sphere rule for the isotropic diamagnetic spin-orbit coupling of two nuclei: a numerical check

```python
"""
Result under test: the isotropic diamagnetic spin-orbit (DSO) coupling is
    K = (2/3) (e^2/m) (mu0/4pi)^2 D,   D = integral of rho * w over space,
    w = rA.rB / (rA^3 rB^3),
and w is negative inside the sphere with the nuclei A, B as ends of a diameter
and positive outside it.
rA, rB: vectors from the nuclei to the electron; rho: electron number density;
R: distance AB; a = R/2; s: distance from the midpoint of AB.
J = hbar gammaA gammaB K / (2 pi) is the coupling in Hz.
Lengths are in bohr and D is in bohr^-4 unless SI is stated.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.spatial.transform import Rotation

R = 2.0
a = R / 2
zeta = 1.0
rng = np.random.default_rng(4)

# --- Coupling tensor from the definition: A = curl(moment / distance) ---
x, y, z = sp.symbols("x y z", real=True)
moment_a = sp.symbols("a0:3", real=True)
moment_b = sp.symbols("b0:3", real=True)


def dipole_potential(moment, z_nucleus):
    dist = sp.sqrt(x**2 + y**2 + (z - z_nucleus)**2)
    f = [m / dist for m in moment]
    return sp.Matrix([sp.diff(f[2], y) - sp.diff(f[1], z),
                      sp.diff(f[0], z) - sp.diff(f[2], x),
                      sp.diff(f[1], x) - sp.diff(f[0], y)])


total_potential = (dipole_potential(moment_a, -sp.Integer(1))
                   + dipole_potential(moment_b, sp.Integer(1)))
half_square = total_potential.dot(total_potential) / 2
tensor = sp.Matrix(3, 3, lambda i, j: sp.diff(
    half_square, moment_a[i], moment_b[j]))
tensor_at = sp.lambdify((x, y, z), tensor, "numpy")
trace_at = sp.lambdify((x, y, z), tensor.trace(), "numpy")
axial_at = sp.lambdify((x, y, z), tensor[2, 2], "numpy")
nucleus_a = np.array([0.0, 0.0, -a])
nucleus_b = np.array([0.0, 0.0, a])


def weight(point):
    va, vb = point - nucleus_a, point - nucleus_b
    return va @ vb / (np.linalg.norm(va) * np.linalg.norm(vb))**3


for point in rng.uniform(-2, 2, (20, 3)):
    va, vb = point - nucleus_a, point - nucleus_b
    formula = (np.eye(3) * (va @ vb) - np.outer(vb, va)) / (
        np.linalg.norm(va) * np.linalg.norm(vb))**3
    direct = np.array(tensor_at(*point), dtype=float)
    assert np.allclose(direct, formula, rtol=1e-9, atol=1e-11)

# Average over all orientations: quadrature exact for a rank-two tensor.
sample = np.array([0.4, -0.7, 0.3])
sample_tensor = np.array(tensor_at(*sample), dtype=float)
average = np.zeros((3, 3))
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)
for cosine, cw in zip(cos_nodes, cos_weights):
    for alpha in 2 * np.pi * np.arange(5) / 5:
        for gamma in 2 * np.pi * np.arange(5) / 5:
            rot = Rotation.from_euler(
                "ZYZ", [alpha, np.arccos(cosine), gamma]).as_matrix()
            average += cw / 50 * rot @ sample_tensor @ rot.T
assert np.allclose(average, np.eye(3) * 2 / 3 * weight(sample), atol=1e-11)

# --- Sign of the trace against the geometric position of the electron ---
points = rng.uniform(-2.5, 2.5, (20000, 3))
midpoint_distance = np.linalg.norm(points, axis=1)
points = points[np.abs(midpoint_distance - a) > 1e-6]
inside = np.linalg.norm(points, axis=1) < a
traces = trace_at(*points.T)
assert inside.sum() > 100 and (~inside).sum() > 100
assert np.all(traces[inside] < 0) and np.all(traces[~inside] > 0)
assert np.all(axial_at(*points.T) > -1e-10)

# --- Weight integrated over the directions seen from the midpoint ---
for s in (0.5 * a, 1.6 * a):
    def angular(c):
        da = np.sqrt(s*s + a*a + 2*a*s*c)
        db = np.sqrt(s*s + a*a - 2*a*s*c)
        return 2*np.pi * (da*da + db*db - R*R) / 2 / (da*db)**3
    numeric = quad(angular, -1, 1, epsabs=1e-11)[0]
    assert np.isclose(numeric, 4*np.pi*np.sign(s-a)/(s*s+a*a)**2, rtol=1e-8)

nodes, node_weights = np.polynomial.legendre.leggauss(100)


def volume_parts(density):
    """Rows: inside, outside. Columns: contribution to D, electron number.
    Density must be symmetric in A and B: the half space nearer to A is
    integrated in spherical coordinates about A and doubled."""
    result = np.zeros((2, 2))
    for low, high in ((-1, 0), (0, np.sqrt(0.5)), (np.sqrt(0.5), 1)):
        cosines = low + (high - low) * (nodes + 1) / 2
        for c, wc in zip(cosines, node_weights * (high - low) / 2):
            end = 1 / (1 + 2*c) if c > 0 else 1.0
            split = min(c / (1 + c), end) if c > 0 else 0.0
            for row, (lo, hi) in enumerate(((0.0, split), (split, end))):
                if hi <= lo:
                    continue
                t = lo + (hi - lo) * (nodes + 1) / 2
                r = R * t / (1 - t)
                dr = R / (1 - t)**2 * node_weights * (hi - lo) / 2
                rb = np.sqrt(r*r + R*R - 2*R*r*c)
                rho = density(r, rb)
                result[row, 0] += 4*np.pi*wc*np.sum(
                    dr * rho * (r - R*c) / rb**3)
                result[row, 1] += 4*np.pi*wc*np.sum(dr * rho * r*r)
    return result


# --- Uniform unit density ---
uniform = volume_parts(lambda ra, rb: np.ones_like(ra))[:, 0]
assert np.isclose(uniform[0], -4*np.pi/R*(np.pi/4 - 0.5), rtol=1e-7)
assert np.isclose(uniform[1], 4*np.pi/R*(np.pi/4 + 0.5), rtol=1e-7)
assert np.isclose(uniform.sum(), 4*np.pi/R, rtol=1e-7)

# --- Atomic and overlap densities of two 1s Slater functions ---
norm = zeta**3 / np.pi
atomic = volume_parts(
    lambda ra, rb: norm * (np.exp(-2*zeta*ra) + np.exp(-2*zeta*rb)))
overlap = volume_parts(lambda ra, rb: norm * np.exp(-zeta*(ra + rb)))
d_atom = 4*np.pi * quad(
    lambda r: norm*np.exp(-2*zeta*r)/r**2, R, np.inf, epsabs=1e-12)[0]
d_overlap = 4*np.pi/R * quad(
    lambda xi: norm*np.exp(-zeta*R*xi) * 2/xi**2
    * (1 - np.arctanh(1/xi)/xi), 1, 40, epsabs=1e-11, limit=300)[0]
p = zeta * R
S = np.exp(-p) * (1 + p + p*p/3)
assert np.isclose(atomic[:, 0].sum(), 2*d_atom, atol=1e-7)
assert np.isclose(overlap[:, 0].sum(), d_overlap, atol=1e-7)
assert np.isclose(overlap[:, 1].sum(), S, atol=1e-7)

# --- Two-electron orbital densities, integrated directly ---
orbitals = {}
for name, sign in (("bonding", 1), ("antibonding", -1)):
    def orbital_density(ra, rb):
        amplitude = np.exp(-zeta*ra) + sign*np.exp(-zeta*rb)
        return 2 * norm * amplitude**2 / (2 + 2*sign*S)
    parts = volume_parts(orbital_density)
    expected = (2*d_atom + 2*sign*d_overlap) / (1 + sign*S)
    assert np.isclose(parts[:, 1].sum(), 2, atol=1e-7)
    assert np.isclose(parts[:, 0].sum(), expected, atol=1e-6)
    assert parts[0, 0] < 0 < parts[1, 0]
    orbitals[name] = parts
assert orbitals["bonding"][0, 1] > orbitals["antibonding"][0, 1]
assert orbitals["bonding"][:, 0].sum() < orbitals["antibonding"][:, 0].sum()

# --- SI conversion, tested on the energy e^2 A^2/(2m) of a fixed electron ---
bohr = const.physical_constants["Bohr radius"][0]
mu_factor = const.mu_0 / (4*np.pi)
k_factor = 2/3 * const.e**2/const.m_e * mu_factor**2 / bohr**4
gamma_a, gamma_b = 2.0e8, 1.0e8


def coupling_hz(k_value, ga, gb):
    return const.hbar * ga * gb * k_value / (2*np.pi)


def field_energy(ma, mb, point):
    va, vb = (point-nucleus_a)*bohr, (point-nucleus_b)*bohr
    potential = mu_factor * (np.cross(ma, va)/np.linalg.norm(va)**3
                             + np.cross(mb, vb)/np.linalg.norm(vb)**3)
    return const.e**2 * (potential @ potential) / (2*const.m_e)


for gb in (gamma_b, -gamma_b):
    bilinear = 0.0
    for axis in np.eye(3):
        ma, mb = gamma_a*const.hbar*axis, gb*const.hbar*axis
        bilinear += (field_energy(ma, mb, sample)
                     - field_energy(ma, 0*mb, sample)
                     - field_energy(0*ma, mb, sample)) / 3
    predicted = coupling_hz(k_factor*weight(sample), gamma_a, gb)
    assert np.isclose(bilinear/const.h, predicted, rtol=1e-9, atol=0)

# --- Numbers for the text ---
print(f"Distance R = {R:.1f} bohr")
print(f"Sphere radius a = {a:.1f} bohr")
print(f"Slater exponent = {zeta:.1f} bohr^-1")
print(f"Overlap S = {S:.6f}")
print(f"w at midpoint = {weight(np.zeros(3)):.6f} bohr^-4")
outer_point = np.array([0.0, 0.0, 2*a])
print(f"w on axis at s=2a = {weight(outer_point):.6f} bohr^-4")
print("Uniform density of 1 electron/bohr^3:")
print(f"  D inside  = {uniform[0]:.6f} bohr^-4")
print(f"  D outside = {uniform[1]:.6f} bohr^-4")
print(f"  D total   = {uniform.sum():.6f} bohr^-4")
print("Sum of two atomic densities (one electron each):")
print(f"  D inside  = {atomic[0, 0]:.6f} bohr^-4")
print(f"  D outside = {atomic[1, 0]:.6f} bohr^-4")
print(f"  D total   = {atomic[:, 0].sum():.6f} bohr^-4")
print(f"  D of one atom, 1D formula = {d_atom:.6f} bohr^-4")
print("Overlap density phiA*phiB:")
print(f"  D inside  = {overlap[0, 0]:.6f} bohr^-4")
print(f"  D outside = {overlap[1, 0]:.6f} bohr^-4")
print(f"  D total, 1D formula = {d_overlap:.6f} bohr^-4")
print(f"K per unit D = {k_factor/1e19:.6f} x 10^19 T^2 J^-1 bohr^4")
print(f"gamma A = {gamma_a:.1e} rad s^-1 T^-1")
print(f"gamma B = +/-{gamma_b:.1e} rad s^-1 T^-1")
for name, parts in orbitals.items():
    d_total = parts[:, 0].sum()
    k_total = k_factor * d_total
    print(f"Two electrons, {name} orbital:")
    print(f"  electrons inside  = {parts[0, 1]:.6f}")
    print(f"  electrons outside = {parts[1, 1]:.6f}")
    print(f"  D inside  = {parts[0, 0]:.6f} bohr^-4")
    print(f"  D outside = {parts[1, 0]:.6f} bohr^-4")
    print(f"  D total   = {d_total:.6f} bohr^-4")
    print(f"  K = {k_total/1e19:.5f} x 10^19 T^2 J^-1")
    j_same = coupling_hz(k_total, gamma_a, gamma_b)
    j_opposite = coupling_hz(k_total, gamma_a, -gamma_b)
    print(f"  J, gamma B positive = {j_same:.4f} Hz")
    print(f"  J, gamma B negative = {j_opposite:.4f} Hz")
print("success")
```

It prints:

```
Distance R = 2.0 bohr
Sphere radius a = 1.0 bohr
Slater exponent = 1.0 bohr^-1
Overlap S = 0.586453
w at midpoint = -1.000000 bohr^-4
w on axis at s=2a = 0.111111 bohr^-4
Uniform density of 1 electron/bohr^3:
  D inside  = -1.793210 bohr^-4
  D outside = 8.076395 bohr^-4
  D total   = 6.283185 bohr^-4
Sum of two atomic densities (one electron each):
  D inside  = -0.253399 bohr^-4
  D outside = 0.266192 bohr^-4
  D total   = 0.012793 bohr^-4
  D of one atom, 1D formula = 0.006396 bohr^-4
Overlap density phiA*phiB:
  D inside  = -0.067137 bohr^-4
  D outside = 0.046635 bohr^-4
  D total, 1D formula = -0.020503 bohr^-4
K per unit D = 2.395720 x 10^19 T^2 J^-1 bohr^4
gamma A = 2.0e+08 rad s^-1 T^-1
gamma B = +/-1.0e+08 rad s^-1 T^-1
Two electrons, bonding orbital:
  electrons inside  = 0.368620
  electrons outside = 1.631380
  D inside  = -0.244365 bohr^-4
  D outside = 0.226582 bohr^-4
  D total   = -0.017783 bohr^-4
  K = -0.04260 x 10^19 T^2 J^-1
  J, gamma B positive = -0.1430 Hz
  J, gamma B negative = 0.1430 Hz
Two electrons, antibonding orbital:
  electrons inside  = 0.215696
  electrons outside = 1.784304
  D inside  = -0.288056 bohr^-4
  D outside = 0.418146 bohr^-4
  D total   = 0.130090 bohr^-4
  K = 0.31166 x 10^19 T^2 J^-1
  J, gamma B positive = 1.0462 Hz
  J, gamma B negative = -1.0462 Hz
success
```
